# Adatom lifetime and mean residence time on a strong-barrier circular island

On an island that receives atoms only by deposition, a second layer can nucleate only if an adatom lands on top while an earlier one is still there. The rate therefore contains the time an adatom stays. Two different times present themselves: the decay time of the slowest diffusion mode, and the mean time from landing to departure. If they differed in their first correction for finite diffusivity, a rate corrected with one would disagree at that order with a rate corrected with the other. Dropping the correction is no remedy: in the example below it makes the lifetime 8% too short. Taking the correction from an atom that starts at the island centre makes the correction twice as large as it should be. The theorem states which average agrees with the slowest mode, and how far.

## Setting and theorem

An adatom diffuses with constant diffusivity $D$ on a fixed disc of radius $R$. Its probability density $n(\mathbf r,t)$ obeys

$$\frac{\partial n}{\partial t}=D\nabla^2 n,\qquad -D\frac{\partial n}{\partial r}=\kappa n\quad\text{at } r=R .$$

The left side of the edge condition is the outward diffusion current. The right side is the rate of escape per unit edge length, with $\kappa>0$ a velocity that is small when the edge barrier is high. There is no desorption, no return from below, no second adatom, and no growth of the island during one stay. Define

$$\beta=\frac{\kappa R}{D}.$$

Strong barriers mean $\beta\ll1$: the atom explores the island many times before it leaves. A mode decays as $e^{-t/\tau}$, and $\tau$ is its lifetime.

**Theorem.** Let $\tau_1$ be the lifetime of the slowest mode, and $\bar\tau$ the mean residence time of an atom that lands with uniform probability on the disc. Then, for every $\beta>0$,

$$\bar\tau=\frac{R}{2\kappa}+\frac{R^2}{8D},\qquad \tau_1>\bar\tau ,$$

and for $\beta\to0$

$$\tau_1=\frac{R}{2\kappa}+\frac{R^2}{8D}+\frac{\kappa R^3}{96D^2}-\frac{\kappa^2R^4}{768D^3}+\frac{R^2}{D}O(\beta^3).$$

The two times agree through the first finite-diffusivity correction, $R^2/(8D)$. Their relative difference is $\beta^2/48+O(\beta^3)$.

## The slowest mode is radial

Measure length in $R$ and time in $R^2/D$, and write $\rho=r/R$. A mode $\phi\,e^{-\lambda t}$ satisfies $-\nabla^2\phi=\lambda\phi$, with $\partial\phi/\partial\rho=-\beta\phi$ at $\rho=1$.

**Lemma 1.** All $\lambda$ are positive. The smallest belongs to one radial mode, $\phi=J_0(x\rho)$, where $\lambda=x^2$ and

$$xJ_1(x)=\beta J_0(x).$$

*Proof.* Multiply the mode equation by $\phi$, integrate over the disc, and integrate by parts. The boundary term is $-\oint\phi\,\partial_\rho\phi=\beta\oint\phi^2$, so

$$\lambda=\frac{\int|\nabla\phi|^2+\beta\oint\phi^2}{\int\phi^2}>0 .$$

The numerator could vanish only for a constant that is zero on the edge, which is no mode.

The disc is symmetric under rotation, so the modes can be taken as $f(\rho)\cos m\theta$ or $f(\rho)\sin m\theta$. For them the quotient becomes

$$Q_m[f]=\frac{\int_0^1\left(f'^2+m^2f^2/\rho^2\right)\rho\,d\rho+\beta f(1)^2}{\int_0^1f^2\rho\,d\rho}.$$

Let $f$ be the lowest mode with some $m\ge1$. Then $Q_m[f]>Q_0[f]$, because the term in $m^2$ is positive. By the variational principle $Q_0[f]$ is at least the lowest radial eigenvalue, so the slowest mode is radial.

A radial mode obeys $\phi''+\phi'/\rho+x^2\phi=0$. Its solution finite at the centre is $J_0(x\rho)$, up to a factor, so each radial eigenvalue has one mode. Since $J_0'=-J_1$, the edge condition reads $-xJ_1(x)=-\beta J_0(x)$. $\square$

## Expansion of the lifetime

**Lemma 2.** The smallest eigenvalue $y=x_1^2$ obeys

$$y=2\beta-\frac{\beta^2}{2}+\frac{\beta^3}{12}-\frac{\beta^4}{192}+O(\beta^5).$$

*Proof.* The constant trial function gives $Q_0[1]=\beta/(1/2)=2\beta$. Hence $0<y\le2\beta$, and the wanted root tends to zero with $\beta$. The Bessel series are

$$J_0(x)=1-\frac y4+\frac{y^2}{64}-\frac{y^3}{2304}+\dots,$$

$$xJ_1(x)=\frac y2-\frac{y^2}{16}+\frac{y^3}{384}-\frac{y^4}{18432}+\dots$$

Set $xJ_1/J_0=c_1y+c_2y^2+c_3y^3+c_4y^4+\dots$, multiply by $J_0$, and compare powers:

$$c_1=\frac12,\qquad c_2=-\frac1{16}+\frac{c_1}{4}=\frac1{16},$$

$$c_3=\frac1{384}+\frac{c_2}{4}-\frac{c_1}{64}=\frac{1+6-3}{384}=\frac1{96},$$

$$c_4=-\frac1{18432}+\frac{c_3}{4}-\frac{c_2}{64}+\frac{c_1}{2304}=\frac{-1+48-18+4}{18432}=\frac{11}{6144}.$$

The mode condition is therefore

$$\beta=\frac y2+\frac{y^2}{16}+\frac{y^3}{96}+\frac{11y^4}{6144}+\dots$$

Its slope at $y=0$ is $1/2$, not zero, so it has one inverse power series near the origin. Insert $y=2\beta+a\beta^2+b\beta^3+c\beta^4$, for which

$$y^2=4\beta^2+4a\beta^3+(a^2+4b)\beta^4+\dots,\qquad y^3=8\beta^3+12a\beta^4+\dots,\qquad y^4=16\beta^4+\dots$$

The coefficients of $\beta^2$, $\beta^3$ and $\beta^4$ must vanish:

$$\frac a2+\frac14=0\;\Rightarrow\;a=-\frac12,$$

$$\frac b2+\frac a4+\frac1{12}=\frac b2-\frac18+\frac1{12}=0\;\Rightarrow\;b=\frac1{12},$$

$$\frac c2+\frac{a^2+4b}{16}+\frac a8+\frac{11}{384}=\frac c2+\frac{14-24+11}{384}=0\;\Rightarrow\;c=-\frac1{192}.\quad\square$$

*Proof of the expansion in the theorem.* In scaled units $\tau_1=1/y$. Write $y=2\beta(1-u)$ with

$$u=\frac\beta4-\frac{\beta^2}{24}+\frac{\beta^3}{384}+\dots$$

Then $1/y=(1+u+u^2+u^3+\dots)/(2\beta)$, where $u^2=\beta^2/16-\beta^3/48+\dots$ and $u^3=\beta^3/64+\dots$. In the bracket the coefficient of $\beta^2$ is $-1/24+1/16=1/48$. That of $\beta^3$ is $(1-8+6)/384=-1/384$. Division by $2\beta$ gives

$$\frac{D\tau_1}{R^2}=\frac1{2\beta}+\frac18+\frac{\beta}{96}-\frac{\beta^2}{768}+O(\beta^3).$$

Multiplying by $R^2/D$ and using $\beta=\kappa R/D$ gives the stated expansion. $\square$

## The mean residence time

**Lemma 3.** An atom that lands at distance $r$ from the centre stays for the mean time

$$T(r)=\frac{R}{2\kappa}+\frac{R^2-r^2}{4D}.$$

*Proof.* Let $S(\mathbf r,t)$ be the probability that an atom starting at $\mathbf r$ is still present at time $t$. The diffusion operator with this edge condition is self-adjoint, so the probability density for going from $\mathbf r$ to $\mathbf r'$ is symmetric in the two points. Hence $S$, its integral over $\mathbf r'$, obeys the same equation and edge condition as $n$, with $S=1$ at $t=0$.

The probability of leaving between $t$ and $t+dt$ is $-(\partial S/\partial t)\,dt$. Integration by parts turns the mean departure time into $T=\int_0^\infty S\,dt$. Integrating $\partial S/\partial t=D\nabla^2S$ over all times gives $0-1=D\nabla^2T$, or

$$\frac1r\frac{d}{dr}\left(r\frac{dT}{dr}\right)=-\frac1D .$$

One integration gives $r\,T'=-r^2/(2D)$; the constant is zero because $T'$ is finite at the centre. A second gives $T(r)=T(R)+(R^2-r^2)/(4D)$. At the edge, $-DT'(R)=R/2$ must equal $\kappa T(R)$, so $T(R)=R/(2\kappa)$. $\square$

For uniform landing,

$$\langle r^2\rangle=\frac{1}{\pi R^2}\int_0^R r^2\,2\pi r\,dr=\frac{R^2}{2},$$

so the mean of $(R^2-r^2)/(4D)$ is $R^2/(8D)$. This proves the formula for $\bar\tau$ at every $\beta$.

**Remark on the landing position.** The first correction is $(R^2-\langle r^2\rangle)/(4D)$ for any landing distribution. It is $R^2/(4D)$ for the centre and zero for the edge. The match with $\tau_1$ at this order thus requires $\langle r^2\rangle=R^2/2$, which uniform deposition supplies. Focused or steered deposition need not.

## Why the times agree, and where they part

**Lemma 4.** After uniform landing the survival probability is $\sum_nw_ne^{-t/\tau_n}$, summed over the radial modes, with

$$w_n=\frac{4\beta^2}{x_n^2(x_n^2+\beta^2)},\qquad \sum_nw_n=1 .$$

*Proof.* The modes of this self-adjoint problem form a complete orthogonal set. Expanding the uniform initial density in them and integrating over the disc gives $w_n=(\int\phi_n)^2/(\pi\int\phi_n^2)$ in scaled units. Modes with $m\ge1$ integrate to zero. For the radial ones

$$\int_0^1J_0(x\rho)\rho\,d\rho=\frac{J_1(x)}{x},\qquad\int_0^1J_0^2(x\rho)\rho\,d\rho=\frac{J_0^2(x)+J_1^2(x)}{2}.$$

The first follows from $(zJ_1)'=zJ_0$. For the second, use $J_0'=-J_1$ and $J_1'=J_0-J_1/z$:

$$\frac{d}{dz}\,\frac{z^2(J_0^2+J_1^2)}{2}=z(J_0^2+J_1^2)-zJ_1^2=zJ_0^2 .$$

With the angular factors $2\pi$ restored, $w_n=4J_1^2/[x_n^2(J_0^2+J_1^2)]$. The mode condition $J_1=\beta J_0/x_n$ turns this into the stated form. The weights add to one because the atom is present at $t=0$. $\square$

*Proof of the inequality.* Integrating the survival probability over time gives $\bar\tau=\sum_nw_n\tau_n$. This is an average with positive weights, and every other radial mode has $\tau_n<\tau_1$. Hence $\bar\tau<\tau_1$. $\square$

The same sum explains the agreement. By Lemma 2,

$$x_1^2(x_1^2+\beta^2)=4\beta^2\left(1-\frac\beta4+\frac{\beta^2}{24}\right)\left(1+\frac\beta4+\frac{\beta^2}{24}\right)+\dots=4\beta^2\left(1+\frac{\beta^2}{48}\right)+\dots,$$

because the linear terms cancel and $1/24+1/24-1/16=1/48$. Therefore $w_1=1-\beta^2/48+O(\beta^3)$. The slow mode departs from a constant by an amount of order $\beta$, but the weight it lacks is of the order of the square of that departure.

The faster modes contribute little time. Raising $\beta$ raises the quotient in Lemma 1, so each $x_n$ with $n\ge2$ is at least its value at $\beta=0$, a positive zero of $J_1$. Then $w_n\tau_n\le4\beta^2x_n^{-6}R^2/D$, whose sum is of order $\beta^2R^2/D$. In the identity

$$\tau_1-\bar\tau=(1-w_1)\tau_1-\sum_{n\ge2}w_n\tau_n$$

the first term is $(\beta^2/48)(R^2/2D\beta)=\beta R^2/(96D)$ to leading order, and the sum is smaller by a factor of order $\beta$. The difference found from the Bessel series is thus the missing weight of the slow mode.

**Remark on weak barriers.** A polynomial solution of the weak form, without Bessel functions, gives $D\tau_1/R^2=5.12603$ at $\beta=0.1$, against a mean of $5.12500$. Their difference divided by $\beta$ is $0.010286$, equal to $(1-\beta/8)/96$ to the digits shown. At $\beta=1$ the relative gap is still only 1.5%, but at $\beta=10$ it is 20%. For $\beta\to\infty$ the mode condition becomes $J_0(x)=0$, so $\tau_1$ tends to $R^2/D$ divided by the square of the first zero of $J_0$, while $\bar\tau$ tends to $R^2/(8D)$. The gap does not close, and the small-$\beta$ series is then of no use.

## From hopping rates to the edge velocity

On a triangular lattice of spacing $a$, let an adatom hop at rate $\Gamma$ in each of six directions. Its mean square displacement grows as $6\Gamma a^2t=4Dt$, so $D=3\Gamma a^2/2$. Let a hop over the edge have rate $s\Gamma$, with $s=e^{-\Delta E/k_BT}$ and $\Delta E$ the additional edge barrier. This form assumes the same attempt rate for edge and terrace hops; otherwise $s$ is multiplied by their ratio.

The close-packed rows run in three directions and lie $\sqrt3a/2$ apart. A disc of width $2R$ is crossed by $4R/(\sqrt3a)$ rows of each direction, and each row has two ends. For $R\gg a$ the number of outward bonds is therefore $B=24R/(\sqrt3a)$.

The disc has $N=\pi R^2/(\sqrt3a^2/2)$ sites. A uniformly spread atom leaves at rate $s\Gamma B/N$. In the continuum this rate is $\kappa\,2\pi R/(\pi R^2)=2\kappa/R$. Equating the two gives

$$\kappa=\frac{s\Gamma BR}{2N}=\frac{6as\Gamma}{\pi},\qquad\beta=\frac{4sR}{\pi a}.$$

The terrace barrier cancels from $\beta$. This $\kappa$ is an average over the edge directions of a round island.

## A nanometre-scale island

Take $a=0.29$ nm, $R=20$ nm, $T=250$ K, a terrace barrier of 0.10 eV, $\Delta E=0.12$ eV and an attempt rate of $10^{12}$ s$^{-1}$ per direction. Then $\Gamma=9.64\times10^9$ s$^{-1}$, $s=3.81\times10^{-3}$, $D=1.216\times10^9$ nm$^2$/s and $\kappa=2.034\times10^7$ nm/s, so

$$\beta=\frac{4(3.81\times10^{-3})(20)}{\pi(0.29)}=0.335 .$$

The terms of the lifetime are

$$\frac R{2\kappa}=491.6\ \text{ns},\qquad\frac{R^2}{8D}=41.1\ \text{ns},\qquad\frac{\kappa R^3}{96D^2}=1.1\ \text{ns}.$$

The first two add to $\bar\tau=532.7$ ns, or $5.33\times10^{-7}$ s. The slowest mode has $\tau_1=533.8$ ns. The gap is 0.21%; the leading estimate $\beta^2/48$ gives 0.23%.

A direct lattice calculation on 17,251 sites gives a mean of 532.7 ns and the same gap, 0.21%. The close agreement of the mean is partly a cancellation: the lattice's finite-diffusivity part is 40.3 ns, 0.8 ns below the continuum value, and its leading part is higher by nearly the same amount. It also depends on where the disc is centred: shifting the centre by a fraction of a lattice spacing changes the number of outward bonds (954 or 958 in the cases tried) and moves the mean between 530.7 and 532.7 ns, about 0.4%, while the gap stays at 0.21%.

At a flux of 0.01 monolayer/s, $q=172.5$ atoms land on the island each second. The mean number present is $q\bar\tau=9.2\times10^{-5}$, so an arriving atom finds another with nearly this probability. If $p$ is the chance that the two become neighbours before either leaves, and such a pair is a stable nucleus, the nucleation rate is

$$\omega\simeq q^2\bar\tau p .$$

A simulation of 1000 pairs with uniform starting positions gives $p=0.425\pm0.016$, hence $\omega\simeq0.007$ s$^{-1}$. Setting $p=1$ would more than double the rate. The stable pair is a strong assumption. The next atom arrives only after about $1/q=5.8$ ms. If a pair breaks by a hop whose barrier is the terrace barrier plus the binding energy, with the same attempt rate, it lasts that long only when bound by about 0.4 eV. For weaker binding a larger nucleus is needed, and this $\omega$ is an upper estimate. Uniform starts are an approximation: the resident atom's steady density is proportional to $T(r)$, which lies within 8% of its mean here. Replacing $\bar\tau$ by $\tau_1$ changes $\omega$ by 0.2%, well below the 4% sampling error.

**Remark on real islands.** These round parameters lie in the rough regime of silver growing on its (111) face; they are not a fit, and $R$ is one chosen stage of growth. For the nucleation rate, the stability of a pair is in doubt at this temperature, as noted above. For the residence time, the assumption most open to doubt is a single, well-known barrier along the whole edge, since real steps have kinks and inequivalent facets. With all else fixed, changing $\Delta E$ by $-0.01$ or $+0.01$ eV moves $\bar\tau$ to 350 or 823 ns. Lowering the barrier by 0.05 eV on one outward bond in twenty, evenly spaced along the edge, shortens the lattice mean by 29%; the effect is weaker if these bonds are gathered in one place. A hexagon with 0.9% fewer sites lengthens it by 4%. These changes far exceed the gap between $\tau_1$ and $\bar\tau$. The example also takes equal attempt rates for edge and terrace hops, which need not hold on silver (111). An edge attempt rate ten times larger gives $\beta=3.3$, a lattice mean of about 90 ns and a gap of 8%, outside the small-$\beta$ regime. Temperature matters too: with the other inputs fixed, $\beta$ is 0.08 at 200 K and 0.85 at 300 K. If the island collects atoms from four times its own area, its radius grows by a fraction of about $10^{-8}$ during one stay, so a fixed radius is well justified. With an assumed desorption barrier of 2 eV, loss to the vapour is negligible. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice spacing a = 0.29 nm; radius R = 20.0 nm
temperature = 250 K; kT = 0.021543 eV
terrace barrier = 0.10 eV
additional edge barrier = 0.12 eV
attempt rate per direction = 1.0e+12 1/s
flux = 0.010 monolayer/s
hop rate per direction = 9.6403e+09 1/s
edge/terrace rate ratio s = 3.80984e-03
diffusivity D = 1.2161e+09 nm^2/s
edge velocity kappa = 2.0342e+07 nm/s
beta = 0.33454; slow root x^2 = 0.616171
leading time R/(2 kappa) = 491.593 ns
correction R^2/(8D) = 41.114 ns
next term kappa R^3/(96 D^2) = 1.146 ns
mean residence time = 532.707 ns = 5.3271e-07 s
slowest-mode lifetime = 533.805 ns = 5.3381e-07 s
relative gap = 0.2061 %; beta^2/48 = 0.2332 %
leading time alone is low by 7.908 %
slow-mode weight = 0.997865
relative basis shift of lifetime = 3.2e-14
beta  0.1: D tau/R^2 slow 5.126029, mean 5.125000, gap 0.0201 %
beta  1.0: D tau/R^2 slow 0.634118, mean 0.625000, gap 1.4589 %
beta 10.0: D tau/R^2 slow 0.210517, mean 0.175000, gap 20.2955 %
fitted gap coefficient at beta 0.1 = 0.010286; 1/96 = 0.010417
lattice sites = 17251; outward bonds = 954; formula 955.6
lattice mean time = 532.658 ns; shift -0.01 %
lattice slowest lifetime = 533.756 ns; gap 0.2062 %
lattice finite-diffusivity part = 40.312 ns
arrival rate on island = 172.54 1/s
mean adatom number on island = 9.191e-05
small-disc meeting test: exact 0.6944, sample 0.6953
meeting probability = 0.425 +/- 0.016
second-layer nucleation rate = 0.0067 1/s
hexagon (17101 sites): mean time 553.95 ns, +4.00 % from disc
1 in 20 edge bonds easier by 0.05 eV: 378.43 ns, -28.95 %
edge barrier lower by 0.01 eV: mean 350.15 ns
edge barrier higher by 0.01 eV: mean 823.10 ns
at 200 K: beta 0.0831, mean time 6445.97 ns
at 300 K: beta 0.8465, mean time 108.59 ns
relative island growth in one residence = 1.07e-08
desorption chance, assumed 2.0 eV = 2.6e-35
edge climbing/arrival, assumed 0.9 eV = 1.8e-06
```
